# Simulating Periodic Internal-Precipitation Bands and Testing Their Geometric Spacing

A dilute alloy is held at high temperature in an atmosphere that supplies oxygen. Oxygen dissolves at the surface, diffuses inward and meets a solute B that forms a stable oxide. If nucleation is difficult, the two species can coexist above equilibrium until a critical supersaturation is reached. Precipitation then removes both species nearby, and the next nucleation event must wait until oxygen has penetrated further. The question is whether the resulting bands settle into equal ratios of depth, $x_{n+1}/x_n\to q$.

## Model and conventions

The surface is at $x=0$ and the alloy occupies $x>0$. Let $c_O$ and $c_B$ be dissolved atomic fractions, $c_s$ the fixed surface value of $c_O$, and $c_0$ the bulk value of $c_B$. The scaled fields and parameters are

$$a=\frac{c_O}{c_s},\qquad b=\frac{c_B}{c_0},\qquad \beta=\frac{c_0}{c_s},\qquad r=\frac{D_B}{D_O}.$$

The compound is BO, so one oxygen atom is consumed per solute atom. Let a band at $x_n$ consume $c_0R_n$ of each species, where $R_n$ has units of length per time. Dividing the solute balance by $c_0$ and the oxygen balance by $c_s$ gives

$$a_t=D_Oa_{xx}-\beta\sum_nR_n\delta(x-x_n),$$
$$b_t=D_Bb_{xx}-\sum_nR_n\delta(x-x_n).$$

The factor $\beta$ appears because $c_0R_n/c_s=\beta R_n$. At the surface $a=1$ and $b_x=0$; far inside, $a\to0$ and $b\to1$.

A band nucleates where $ab$ first reaches a fixed threshold $\kappa$. It is then a thin, irreversible and infinitely fast sink. The two species cannot coexist on it:

$$a\ge0,\qquad b\ge0,\qquad \min(a,b)=0\quad\text{at }x_n.$$

Redissolution, band thickness, stress and blocking of diffusion are left out. Initially there is no oxygen inside, the layer $0<x<L_0$ contains no solute, and a seed band lies at $L_0$.

## Why a geometric sequence is possible

Take any solution and define, for $\lambda>0$,

$$a'(x,t)=a(x/\lambda,t/\lambda^2),\qquad b'(x,t)=b(x/\lambda,t/\lambda^2).$$

The chain rule multiplies both the time derivative and the second space derivative by $\lambda^{-2}$. In the sink term,

$$\delta(x/\lambda-x_n)=\lambda\,\delta(x-\lambda x_n).$$

The sink therefore acquires the factor $\lambda^{-2}\lambda=\lambda^{-1}$. The equations keep their form with bands at $\lambda x_n$ and rates $R'_n(t)=R_n(t/\lambda^2)/\lambda$. The threshold does not change, because $a$ and $b$ have not been multiplied by anything.

After each nucleation, measure depth in units of the newest $x_n$ and time in units of $x_n^2/D_O$. The rule that takes one scaled state to the next is then the same for every $n$. If the scaled states converge to a fixed state, the depth ratio converges to a constant $q$. Scaling permits this outcome; it does not show that the fixed state attracts the solution. That is the numerical question.

Convergence also fixes the time law. Suppose each interval is $t_{k+1}-t_k=\tau x_k^2/D_O$, with $x_k=x_0q^k$ and $t_0=0$. Summing the geometric series,

$$t_n=\frac{\tau x_0^2}{D_O}\sum_{k=0}^{n-1}q^{2k}
=\frac{\tau x_0^2}{D_O}\frac{q^{2n}-1}{q^2-1}.$$

Since $x_n^2=x_0^2q^{2n}$,

$$\frac{x_n^2}{D_Ot_n}=\frac{q^2-1}{\tau(1-q^{-2n})}\longrightarrow\frac{q^2-1}{\tau}.$$

An offset from the starting stage fades as $q^{-2n}$.

## When another nucleation must follow

Suppose that nucleation stops after a finite set of bands. At long times their depths are small compared with the diffusion lengths. Solute reaches the outermost band, at $x_f$, with scaled flux $\sqrt{D_B/(\pi t)}$. Oxygen must supply $\beta$ times this flux, and also $\sqrt{D_O/(\pi t)}$ to the alloy ahead. Between the surface and the band the oxygen profile is nearly linear, so to leading order

$$1-a(x_f,t)\simeq\frac{x_f}{D_O\sqrt{\pi t}}\left(\sqrt{D_O}+\beta\sqrt{D_B}\right)\to0.$$

The band therefore has excess oxygen and $b=0$. Seen from large distances, the boundary values are $a=1$ and $b=0$ at the origin. With $\eta=x/(2\sqrt{D_Ot})$, the diffusion equation for $a$ becomes $a''+2\eta a'=0$. One integration gives $a'\propto e^{-\eta^2}$; a second, with $a(0)=1$ and $a(\infty)=0$, gives $a=\operatorname{erfc}\eta$. For solute the similarity variable is $x/(2\sqrt{D_Bt})=\eta/\sqrt r$, and its boundary values give $b=\operatorname{erf}(\eta/\sqrt r)$. The largest product tends to

$$M(r)=\max_{\eta>0}\operatorname{erfc}(\eta)\operatorname{erf}(\eta/\sqrt r).$$

If $\kappa<M$, the assumption that nucleation has stopped is contradicted. This condition is sufficient for another event after any finite set of bands. It does not by itself fix where that event occurs.

For $r\to0$, choose $\eta=u\sqrt r$ with $u$ large but $u\sqrt r$ small. Both factors approach one, so $M\to1$. For $r\to\infty$, the solute factor is approximately $2\eta/\sqrt{\pi r}$, so $M$ falls as $r^{-1/2}$: solute drains to the old bands before oxygen can build up ahead.

For $r=0.01$ the formula gives $M=0.8039$. A run with nucleation switched off after the seed gives $0.8012$ at $t=10^5$ s. For $x_f=1$ µm, $D_O=1$ µm²/s and $\beta=5$, the leading correction is

$$\frac{1+5(0.1)}{\sqrt{\pi10^5}}=0.0027,$$

which is the oxygen deficit at the band. Ahead of the band it spreads as $0.0027e^{-\eta^2}$, so the largest product falls to about $0.8014$. Most of the difference is thus the finite duration of the run.

## Why the bands are separate

At nucleation, $ab$ has a smooth maximum in space. At a small distance $d$ and a short time $s$ later, the product without the new sink would be approximately

$$ab\simeq\kappa-\alpha d^2+\gamma s,$$

with positive $\alpha$ and $\gamma$. Let $D$ be the diffusivity of the species that vanishes at the sink. The loss of this species alone lowers the product by about $\kappa\operatorname{erfc}(z)$, where $z=d/(2\sqrt{Ds})$; consumption of the other species lowers it further. A new crossing first needs $\gamma s>\alpha d^2$, which means

$$z<z_c=\sqrt{\frac{\gamma}{4D\alpha}}.$$

The loss is then at least $\kappa\operatorname{erfc}(z_c)$, a fixed positive number, while the gain is at most $\gamma s$ and vanishes as $s\to0$. Nucleation therefore cannot continue at once through adjacent points. This is a local estimate; the actual gap requires the full history.

## Discrete equations

Let cell $i$ have width $V_i$, and let $h_i=x_{i+1}-x_i$. At an interior node define

$$(Ku)_i=\frac{u_i-u_{i-1}}{h_{i-1}}+\frac{u_i-u_{i+1}}{h_i}.$$

Thus $-DKu$ is the net diffusive inflow. Backward Euler over a step $\Delta t$ gives, at a band node,

$$V_ia_i^++\Delta tD_O(Ka^+)_i=V_ia_i-\beta\Delta tR_i,$$
$$V_ib_i^++\Delta tD_B(Kb^+)_i=V_ib_i-\Delta tR_i.$$

Subtracting $\beta$ times the second equation from the first removes the unknown rate:

$$V_i(a_i^+-\beta b_i^+)+\Delta t[D_O(Ka^+)_i-\beta D_B(Kb^+)_i]
=V_i(a_i-\beta b_i).$$

The second equation at that node is either $a_i^+=0$ or $b_i^+=0$. If the field not set to zero comes out negative, the choice is switched and the system solved again.

The accepted choice has the correct sign of consumption. For example, setting $b_i^+=0$ in the solute equation gives

$$R_i=\frac{V_ib_i}{\Delta t}+D_B\left(\frac{b_{i-1}^+}{h_{i-1}}+\frac{b_{i+1}^+}{h_i}\right)\ge0$$

when the other solute values are non-negative. The same calculation with $a_i^+=0$ gives $\beta R_i\ge0$.

The mesh is $x_j=(L_0/2)\sinh(j\Delta)$. Its spacing is about $\Delta\sqrt{x^2+L_0^2/4}$: fine near the surface and a fixed fraction of depth further in. The time step is $\Delta t=\epsilon x_f^2/D_O$, where $x_f$ is the outermost band depth.

## Locating a nucleation event

Let $P$ be the largest value of $ab$. If it crosses $\kappa$ during a step, the fraction of the step retained is

$$\theta=\frac{\kappa-P_{\rm old}}{P_{\rm new}-P_{\rm old}}.$$

Both fields are interpolated with this fraction. A parabola $p_2y^2+p_1y+p_0$ through the largest nodal product and its two neighbours has its vertex at $y=-p_1/(2p_2)$, where $y$ is the distance from the central node. The node is moved there, by at most half the distance to its neighbour, and the fields are interpolated to the new position. Without this movement, band depths would be restricted to the original nodes.

```text
set initial fields; put seed band at L0
while outermost depth < target and waiting limit not reached:
    dt = epsilon * outermost_depth^2 / D_O
    repeat:
        solve coupled implicit equations with current band states
        switch each state whose free field is negative
    until no state is switched; stop with error after 40 trials
    if max(a*b) crosses kappa:
        interpolate fields and time to the crossing
        locate the maximum with a parabola
        move the nearest node there; add a band
        record whether it lies beyond the old front
    otherwise accept the full step
```

## Worked example

The setting is internal oxidation of a dilute reactive solute in a solid metal at 1200 K. The inputs are rough round values, not data for a particular alloy:

- $D_O=10^{-8}$ cm²/s $=1$ µm²/s and $D_B=10^{-10}$ cm²/s;
- $c_s=0.002$ and $c_0=0.010$, hence $\beta=5$;
- $L_0=1$ µm and $\kappa=0.5$, below $M=0.804$.

With $\Delta=0.006$ and $\epsilon=0.003$, nine bands form after the seed. The first lies at 1.67 µm, the last at 113 µm after $4.21\times10^4$ s, or 11.7 h. No band nucleates behind the front. The first ratio is 1.671 and the second 1.696; the ratios then settle to

$$q=1.693.$$

The last five ratios differ by 0.02% of $q-1$. Each gap is therefore about 69% of the depth of the preceding band. The sequence is geometric in depth, not equally spaced.

The last interval provides the time constant:

$$\tau=\frac{D_O(t_9-t_8)}{x_8^2}
=\frac{42075-14681}{66.780^2}=6.14.$$

The time law then predicts

$$\frac{x_n^2}{t_n}\to\frac{1.6929^2-1}{6.14}\,D_O=0.304\ \text{µm}^2/\text{s},$$

in agreement with the late mean of 0.304 µm²/s. The last five values of $x_n^2/t_n$ vary by 0.41% of their mean. They settle more slowly than the depth ratios because the early time offset remains in $t_n$.

Doubling both $\Delta$ and $\epsilon$ changes $q$ from 1.6929 to 1.6932. On that coarser mesh, replacing the initial solute ahead of the seed by $b=1-e^{-(x-L_0)/L_0}$ gives 1.6935. The two starting profiles lead to the same spacing within 0.1% of $q-1$. This supports attraction to the geometric sequence for these parameters; it does not prove attraction for every start or every $(r,\beta,\kappa)$.

A mesh whose spacing grows with depth might itself favour a constant ratio. A separate calculation therefore used a uniform spacing of 0.0125 µm and a finite reaction rate, $b_t=-k_rab$ in band cells, with $k_r=10^5$ s⁻¹. Over the first four new bands its mean logarithmic spacing was 0.526, against 0.524 from the main scheme. The difference is 0.4% of the latter. In the main run, the oxygen entering through the surface agreed with dissolved plus precipitated oxygen to better than 0.001%.

## Cost and stability

For fixed band states, the equations couple neighbouring nodes. Interleaving $a$ and $b$ gives a narrow banded matrix, whose factorization and solution cost are proportional to the number of nodes $N$. A factorization can be reused until a step length, band state or node position changes.

With a far boundary at $X$, $N\simeq\Delta^{-1}\ln(4X/L_0)$. The example uses $X=2500$ µm, so $N\simeq\ln(10^4)/0.006\simeq1500$. A late gap takes $\tau/\epsilon=6.14/0.003\simeq2050$ steps. Since the number of bands grows as the logarithm of target depth, so does the number of steps. A uniform mesh with fixed spacing would need a number of nodes proportional to $X$.

Backward Euler is unconditionally stable for diffusion with fixed linear boundary conditions. That statement does not cover the switching of states or nucleation. Convergence of the switching is not proved here, which is why the loop has a trial limit and must report failure. Accuracy also limits the step: backward Euler has an error of first order in $\Delta t$, and the crossing time is found only by linear interpolation within a step.

The far boundary must remain beyond the oxygen profile. At the end of the example $2\sqrt{D_Ot}\simeq410$ µm, about one sixth of $X$. Interior nucleation must be recorded separately; otherwise a new band behind the front would be mistaken for a failure of ordering.

## Two ways to break the scaling

**Oxygen loss.** Add a term $-k_\ell a$ to the oxygen equation, representing consumption by other traps. It introduces the length $\ell=\sqrt{D_O/k_\ell}$. The function $e^{-x/\ell}$ satisfies the stationary loss equation, equals one at the surface and initially lies above $a$. Since band sinks can only lower oxygen, $a\le e^{-x/\ell}$ at all later times. With $b\le1$, nucleation requires

$$\kappa\le ab\le e^{-x/\ell}\quad\Longrightarrow\quad x\le\ell\ln(1/\kappa).$$

An unlimited geometric sequence is impossible. On the coarser mesh, with the other physical parameters unchanged, $\ell=20$ µm gives a bound of 13.9 µm and a last observed band at 4.98 µm. For $\ell=80$ µm the corresponding depths are 55.5 and 24.8 µm. Each run waited for $25x_f^2/D_O$ after its last band. Within that wait the largest product rises, peaks below $\kappa$ and then falls as solute drains to the bands. For $\ell=20$ µm the peak is about 0.495, only 1% below $\kappa$, so this stopping depth is marginal and a slightly lower threshold would add a band; for $\ell=80$ µm the peak is about 0.45. The bound is not an estimate of the stopping depth: one more step at the loss-free ratio would still have been inside it. For the shorter length, the last ratio rose to 1.739.

**A threshold that depends on waiting time.** Nucleation is a rate process, so a longer wait permits a lower supersaturation $S=ab/K$, where $K$ is the scaled equilibrium product. For a spherical nucleus of radius $R$, interface energy $\sigma$ and volume $v$ per BO unit,

$$G(R)=4\pi R^2\sigma-\frac{4\pi R^3}{3}\frac{k_BT\ln S}{v}.$$

Setting $G'(R)=0$ gives $R_*=2\sigma v/(k_BT\ln S)$. Substitution gives the barrier

$$G_*=\frac{16\pi\sigma^3v^2}{3(k_BT\ln S)^2}.$$

The expected number of nuclei per area scales as the rate $e^{-G_*/k_BT}$ times a gap proportional to $x$ and a time proportional to $x^2$. Here the rate prefactor is held constant, and the gap and the wait are taken as fixed fractions of $x$ and $x^2/D_O$. Keeping the expected number fixed then requires

$$\frac{G_*}{k_BT}=g_0+3\ln\frac{x}{L_0},$$

where $g_0$ is the value at $L_0$. Because $G_*\propto(\ln S)^{-2}$,

$$\ln S=\ln S_0\sqrt{\frac{g_0}{g_0+3\ln(x/L_0)}}.$$

For chosen values $S_0=100$, $\sigma=0.80$ J/m² and $v=0.020$ nm³, $g_0=35.6$. The formula falls from 0.50 at $L_0$ to 0.243 at the depth of the last band. Each event uses the value at the depth of the preceding band, so the last band nucleated at a somewhat higher threshold. On the coarser mesh, the mean ratio over the last five gaps is 1.36 instead of 1.69. The relative gap, $q-1$, is nearly halved, and the sequence has no strictly constant ratio. This is the largest change in the late ratio computed here. It is an estimate: as the ratio falls, the gap and the wait become smaller fractions of $x$ and $x^2/D_O$, so fewer nuclei are expected than the formula assumes. The true threshold, and with it the ratio, would fall somewhat more slowly.

## Use for a real alloy

The example represents a regime, not a prediction for a named alloy. Its diffusivity ratio of 0.01 is high for a substitutional solute beside interstitial oxygen; the two diffusivities often differ by more than this. A smaller ratio narrows the solute-depleted zone around each new band, so the gaps become a much smaller fraction of depth than in the example. Spacing must therefore be recomputed with the alloy's own diffusivities, solubilities and threshold; $q=1.69$ is not a general design value.

The fixed threshold is a strong assumption: with the nucleation values chosen above, the estimate that relaxes it lowers the late ratio from 1.69 to 1.36. Finite solubility was not simulated. With the equilibrium product $K=\kappa/S_0=0.005$, it would leave about 0.95% of the bulk solute dissolved at the oxygen level present when the last band nucleates. Just after nucleation the oxygen level at the band is much lower, and the residual solute, $K/a$, is larger for a time. These values size the omitted concentration, not the resulting change in $q$.

Blocking could matter more. If all solute from the last 46.3 µm gap formed one dense oxide layer, with 0.011 nm³ per metal atom, its thickness would be

$$46.3\ \text{µm}\times0.010\times\frac{0.020}{0.011}=0.84\ \text{µm}.$$

A band also draws solute from the gap ahead of it, so its final layer would be thicker than this, though still of order 1 µm. Such a layer is still thin compared with the gap, but if continuous it could obstruct oxygen. The model applies while precipitates remain separate enough for diffusion between them. Once they join, oxygen transport through the oxide must be added, and the spacing found here can no longer be used. The computed values are collected in the numerical output below.

## Calculated quantities

```
Temperature: 1200 K
Oxygen diffusivity: 1.0e-08 cm2/s
Solute diffusivity: 1.0e-10 cm2/s
Surface oxygen atomic fraction: 0.0020
Bulk solute atomic fraction: 0.0100
Solute/oxygen ratio beta: 5.00
Scaled nucleation threshold kappa: 0.500
Seed depth: 1.00 um
Continuation limit, formula: 0.8039
Continuation limit, simulation: 0.8012
Band: depth (um), time (s), ratio to previous depth
 1:    1.671       5.97  1.6707
 2:    2.833      23.42  1.6960
 3:    4.801      73.07  1.6946
 4:    8.131     214.96  1.6934
 5:   13.765     621.22  1.6930
 6:   23.303    1785.27  1.6929
 7:   39.448    5121.27  1.6929
 8:   66.780   14680.56  1.6929
 9:  113.051   42074.94  1.6929
Late geometric ratio, fine mesh: 1.6929
Late geometric ratio, coarse mesh: 1.6932
Late ratio, other start, coarse mesh: 1.6935
Spread of last five ratios / (q-1): 0.02 %
Late depth squared/time: 0.3041 um2/s
Spread of last five depth2/time: 0.41 %
Oxygen balance error: 0.000 %
Bands compared with uniform mesh: 4
Mean log spacing, main solver: 0.5239
Mean log spacing, uniform mesh: 0.5260
Loss length 20 um: depth bound 13.863 um, last band 4.983 um
Loss length 80 um: depth bound 55.452 um, last band 24.797 um
Shorter loss length, last ratio: 1.7390
Initial critical supersaturation: 100
Interface energy: 0.80 J/m2
Compound volume per BO: 0.020 nm3
Metal volume per atom: 0.011 nm3
Initial nucleation barrier / kT: 35.58
Drifting threshold at last band: 0.2430
Late ratio with drifting threshold: 1.3640
Interior bands with drifting threshold: 0
Neglected residual solute / bulk: 0.95 %
Equivalent dense oxide, last gap: 841.3 nm
```
